\section*{Entropic softening of polarization by two trilinearly coupled modes, part 2}

A model dielectric film has uniform polarization $P$ in a field $E$. Each cell, of volume $v$, has two non-polar lattice modes with real amplitudes $x$, $y$ (in metres) and energy $\tfrac12vaP^2+\tfrac12k_1x^2+\tfrac12k_2y^2+gPxy$. Here $a$ is the bare polar stiffness per volume (V\,m/C), $k_1$ and $k_2$ are mode stiffnesses (N/m), and $g$ is the trilinear coupling (V). The question is how thermal motion of the modes at temperature $T$ changes $a$, and how far the result holds. The basic model takes the modes as classical, harmonic and independent between cells, and in equilibrium at fixed $P$. Their stiffness matrix is
\begin{equation}
K(P)=\begin{pmatrix}k_1&gP\\ gP&k_2\end{pmatrix},\qquad
\det K=k_1k_2-g^2P^2 .
\label{eq:K}
\end{equation}
The modes are stable for $|P|<P_c=\sqrt{k_1k_2}/|g|$. They add $\tfrac12k_BT\ln(1-P^2/P_c^2)$ to the free energy per cell, which lowers the stiffness:
\begin{equation}
a_{\rm eff}=a-\Delta a,\qquad \Delta a=\frac{k_BTg^2}{v\,k_1k_2}=\frac{k_BT}{vP_c^2}.
\label{eq:aeff}
\end{equation}
For small $P$, $E=a_{\rm eff}P$. More generally, for confining mode potentials that are independent at $P=0$, with that of $y$ even,
\begin{equation}
\Delta a=\frac{g^2\langle x^2\rangle_0\langle y^2\rangle_0}{v\,k_BT}.
\label{eq:cum}
\end{equation}
Here $\langle\dots\rangle_0$ is a thermal average at $P=0$.

The example has $k_1=400$ eV/nm$^2$, $k_2=600$ eV/nm$^2$, $g=100$ V, $v=0.13$ nm$^3$ and $T=300$ K, where $k_BT=25.85$ meV. A bare relative permittivity $\varepsilon_r=30$ gives $a=1/[\varepsilon_0(\varepsilon_r-1)]=3.89\times10^9$ V\,m/C. Then $P_c=78.5$ $\mu$C/cm$^2$, $\Delta a/a=1.33\%$, and $\varepsilon_r$ rises to 30.4. At the working field of 1 MV/cm, $P=2.60$ $\mu$C/cm$^2$. If $P$ instead fluctuated independently in each cell, its root-mean-square amplitude would be $\sqrt{k_BT/(va)}$, or 9 $\mu$C/cm$^2$.

Each correction below is sized separately, with the other parameters held fixed. Quadrature means direct numerical integration over $x$ and $y$.

\subsection{Anharmonic modes}

Add $ux^4/4$ and $uy^4/4$ with $u=4\times10^5$ eV/nm$^4$. To first order in $u$, with $\sigma^2=k_BT/k$ and the Gaussian moments $\langle x^4\rangle=3\sigma^4$ and $\langle x^6\rangle=15\sigma^6$,
\begin{equation}
\langle x^2\rangle_0=\sigma^2-\frac{u}{4k_BT}\big(15\sigma^6-3\sigma^6\big)
=\frac{k_BT}{k}\Big(1-\frac{3uk_BT}{k^2}\Big).
\label{eq:anh}
\end{equation}
The bracket is 0.81 for $k_1$ and 0.91 for $k_2$, and their product is 0.74. The first-order estimate is too strong: evaluating the averages in \eqref{eq:cum} by quadrature gives a factor of 0.80. A direct second derivative of the free energy with the quartic terms included agrees with \eqref{eq:cum} to one part in $10^4$. Stiffening walls thus remove about a fifth of the reduction at this value of $u$.

\subsection{A mode that is already frozen in}

Equation \eqref{eq:cum} did not require $\langle x\rangle_0=0$. Suppose a fixed force $k_1x_0$ displaces the first mode to a mean $x_0$ at $P=0$. Its mean square is then $k_BT/k_1+x_0^2$, and
\begin{equation}
\Delta a=\frac{g^2}{vk_2}\Big(\frac{k_BT}{k_1}+x_0^2\Big).
\label{eq:frozen}
\end{equation}
The second part survives at $T=0$ and is not a fluctuation effect. With $x$ held at $x_0$, the coupling is a force on $y$, which moves to $y=-gPx_0/k_2$ and lowers the energy by $g^2P^2x_0^2/(2k_2)$. Twice the coefficient of $P^2$, divided by $v$, is the static part of \eqref{eq:frozen}.

The ratio of the static to the thermal part is $x_0^2$ over the thermal mean square of $x$. The thermal root-mean-square amplitude is 8.04 pm, so for $x_0=30$ pm the ratio is $(30/8.04)^2=13.9$. The static part is 18.5\% of $a$, against 1.33\% from fluctuations. Quadrature with the displacing force confirms \eqref{eq:frozen} to three parts in $10^4$. Where one mode is frozen in with such an amplitude, the trilinear coupling acts mainly through that displacement.

\subsection{Biquadratic coupling can reverse the sign}

The squares $x^2$, $y^2$ and $P^2$ are each unchanged when their variable changes sign, and for non-degenerate modes the terms $\tfrac12c_1P^2x^2$ and $\tfrac12c_2P^2y^2$ are allowed by symmetry whether or not the trilinear term is. They replace $k_i$ by $k_i+c_iP^2$ in \eqref{eq:K}, so the fluctuation part of the free energy is
\begin{equation}
\frac{k_BT}{2}\ln\frac{(k_1+c_1P^2)(k_2+c_2P^2)-g^2P^2}{k_1k_2}.
\label{eq:biqF}
\end{equation}
The argument is $1+P^2[c_1/k_1+c_2/k_2-g^2/(k_1k_2)]$ plus a term in $P^4$. To order $P^2$ the stiffness becomes
\begin{equation}
a_{\rm eff}=a+\frac{k_BT}{v}\Big(\frac{c_1}{k_1}+\frac{c_2}{k_2}-\frac{g^2}{k_1k_2}\Big).
\label{eq:biq}
\end{equation}
For classical harmonic modes all three terms are proportional to $T$, so a measured temperature slope cannot separate them. The statement that fluctuations reduce the polar stiffness is true of the trilinear contribution. For the sum, with classical harmonic modes of zero mean in independent cells, it holds when
\begin{equation}
\frac{c_1}{k_1}+\frac{c_2}{k_2}<\frac{g^2}{k_1k_2}.
\label{eq:break}
\end{equation}

Suppose a polarization of 50 $\mu$C/cm$^2$ stiffens each mode by 25\% through the biquadratic terms. Then $c_i/k_i=0.25/(0.5)^2=1$ m$^4$/C$^2$, and the two terms add 1.64\% to $a$. The net change is $1.64\%-1.33\%=+0.31\%$: the film becomes stiffer. Quadrature with these terms confirms the net value to within $10^{-3}$ of the trilinear reduction. The two effects balance when each mode stiffens by 20.3\% at that polarization. The net value is a small difference and shifts with the other corrections: the quartic terms above make it $+0.40\%$ with the balance at 18\%, and the dispersion of the next subsection with $s=0.5$ makes it $+0.18\%$ with the balance at 22\%. The sign of the total fluctuation effect in a given material therefore needs both kinds of coupling constant.

\subsection{Modes that spread through the lattice}

Let neighbouring cells interact, so that the stiffness depends on wavevector. On a simple cubic lattice take
\begin{equation}
k_i(\mathbf q)=k_i[1-s\gamma(\mathbf q)],\qquad
\gamma=\tfrac13(\cos q_x+\cos q_y+\cos q_z),
\label{eq:disp}
\end{equation}
with $0\le s<1$ and $q$ in units of the inverse cell spacing. Both stiffness matrices are functions of the same symmetric neighbour matrix, so they share a set of real orthonormal eigenvectors. The coupling $gP\sum_nx_ny_n$ keeps its form in this basis. Each eigenvector thus carries an independent pair of modes of the kind already solved, and the reduction per cell is the average
\begin{equation}
\Delta a=\frac{k_BTg^2}{v}\Big\langle\frac{1}{k_1(\mathbf q)k_2(\mathbf q)}\Big\rangle_{\mathbf q}
=\frac{k_BTg^2}{vk_1k_2}\Big\langle\frac{1}{(1-s\gamma)^2}\Big\rangle_{\mathbf q}.
\label{eq:dispres}
\end{equation}
Expanding, with $\langle\gamma\rangle=0$ and $\langle\gamma^2\rangle=\tfrac19\cdot3\cdot\tfrac12=\tfrac16$, gives the factor $1+3s^2/6+\dots$, or 1.125 for $s=0.5$. The full average is 1.15. The first equality was tested against the determinant of the coupled matrix for 64 cells and holds there to two parts in $10^4$.

The softest pair, at $\gamma=1$, now sets the stability limit, which falls to $(1-s)P_c$, or 39 $\mu$C/cm$^2$ for $s=0.5$. With the band-average stiffnesses $k_i$ held fixed, $s=0.5$ raises the small-signal result by 15\% but halves the range of polarization in which the harmonic model is stable. The factor grows to 2.2 at $s=0.9$ and 6.2 at $s=0.99$. If instead the example values are the stiffnesses of the pattern repeated in every cell, $\gamma=1$, the stability limit stays at 78.5 $\mu$C/cm$^2$ and the reduction is multiplied by $(1-s)^2\times1.15=0.29$ for $s=0.5$, because all other pairs are stiffer.

\subsection{Quantum motion}

Give both modes the mass $M$, with $\omega_i^2=k_i/M$. At fixed $P$ there are two normal frequencies $\Omega_\pm$, and the quantum free energy of the modes is $k_BT\sum_\pm\ln[2\sinh(\hbar\Omega_\pm/2k_BT)]$. The product formula $\sinh z=z\prod_{n\ge1}(1+z^2/\pi^2n^2)$ turns each term into
\begin{equation}
2\sinh\frac{\hbar\Omega}{2k_BT}=\frac{\hbar\Omega}{k_BT}\prod_{n\ge1}\Big(1+\frac{\Omega^2}{\nu_n^2}\Big),\qquad
\nu_n=\frac{2\pi nk_BT}{\hbar}.
\label{eq:sinh}
\end{equation}
For each $n$, $(\Omega_+^2+\nu_n^2)(\Omega_-^2+\nu_n^2)$ is the determinant of $K/M+\nu_n^2$, which is $(\omega_1^2+\nu_n^2)(\omega_2^2+\nu_n^2)-g^2P^2/M^2$. Expanding the logarithms to order $P^2$ and using $g^2/M^2=\omega_1^2\omega_2^2\,g^2/(k_1k_2)$, we find that the classical reduction is multiplied by
\begin{equation}
R=1+2\sum_{n\ge1}\frac{\omega_1^2\omega_2^2}{(\omega_1^2+\nu_n^2)(\omega_2^2+\nu_n^2)} .
\label{eq:R}
\end{equation}
The 1 is the classical term. It comes from the factor $\Omega_+\Omega_-=\sqrt{\det K}/M$, whose logarithm carries half the weight of each term with $n\ge1$. Dropping $\omega_i^2$ from the denominators can only enlarge the sum, and $\sum n^{-4}=\pi^4/90$, so
\begin{equation}
0<R-1<\frac{1}{720}\Big(\frac{\hbar\omega_1}{k_BT}\Big)^2\Big(\frac{\hbar\omega_2}{k_BT}\Big)^2 .
\label{eq:Rbound}
\end{equation}
For $M=128$ u the mode quanta are 11.4 and 14.0 meV, or 0.442 and 0.541 of $k_BT$. The bound is $0.195\times0.293/720=8\times10^{-5}$, which is why the numerical output shows a quantum factor of 1 to four digits. For the trilinear term the correction starts at fourth order in $\hbar$, so the classical formula is better than the ratio of quantum to thermal energy would suggest. The biquadratic terms of \eqref{eq:biq} depend on $\langle x^2\rangle$ and $\langle y^2\rangle$ and are corrected at second order: by 2\% at 300 K, which moves the net change from $+0.31\%$ to $+0.34\%$. As $T\to0$ the trilinear reduction does not vanish: zero-point motion leaves 0.16\% of $a$.

\subsection{The capacitor}

For a film of thickness 10 nm, 1 MV/cm corresponds to 1 V. The capacitance per area is $\varepsilon_0\varepsilon_r/d$, and the coupling raises it from 2.66 to 2.69 $\mu$F/cm$^2$. At 358 K, with all parameters fixed, the reduction of $a$ grows by the factor $358/300$, from 1.33\% to 1.58\%. This factor holds for harmonic modes; with the quartic mode terms above it is 1.15.

Two neglected device effects are easily compared. If the polarization has its own quartic energy, adding $bP^3$ to the field with $b=a/(50\ \mu\text{C/cm}^2)^2$, the ratio $E/P$ at the working point rises by $(2.60/50)^2=0.27\%$, a fifth of the fluctuation effect. The slope $dE/dP$, which sets the small-signal capacitance at that bias, gains $3bP^2$ and rises by 0.81\%, about three fifths of it. Both figures take $P$ as strictly uniform. If $P$ fluctuated independently in each cell with the amplitude of 9 $\mu$C/cm$^2$ found earlier, the same term would add about $3b\langle P^2\rangle$, near 9\% of $a$ at 300 K, some six times the trilinear reduction and of the opposite sign. The temperature slope of a film's permittivity cannot therefore be read from the trilinear term alone. An interface layer of 0.5 nm with relative permittivity 10, added in series to the unchanged film, matters far more. The sum of thickness over permittivity rises from $10/30.4=0.329$ nm to 0.379 nm, and the capacitance drops by 13\% to 2.34 $\mu$F/cm$^2$.

\subsection{Beside real hafnia films}

Hafnia-based memory capacitors have films of roughly 10 nm or less, relative permittivities of a few tens and working fields of order 1 MV/cm, so the film parameters lie in the real range. The mode constants are less certain. Quanta of 11 and 14 meV are low for the optical vibrations of hafnia and were chosen to represent softened modes; with both stiffnesses three times larger and $g$ unchanged, $\Delta a$ would be nine times smaller, and the quanta would still be only 20 and 24 meV. With quanta of 40 and 60 meV at the same mass and coupling, the reduction would be 0.006\% of $a$ and the quantum correction 1.5\% of that, while biquadratic terms with the same $c_i/k_i$ as above would add 2.1\% of $a$, their quantum correction of 30\% included. The coupling $g=100$ V is a model value. It gives $gPxy\approx0.3$ eV per cell for $P=50$ $\mu$C/cm$^2$ and $x=y=30$ pm. The assumption that real films break most plainly is that both modes have zero mean. In the tetragonal phase an oxygen displacement is already frozen in, and in the polar orthorhombic phase the polarization is frozen in as well, so an expansion about $P=0$ no longer describes the small-signal response. If the frozen displacement is the mode $x$ with an amplitude of 30 pm, held by a fixed force, the trilinear reduction in this model rises from about 1.3\% to about 20\% of $a$. A spontaneous distortion sits in a double well instead; a quartic well with minima at $\pm30$ pm and curvature $k_1$ there gives about 16\% at 300 K, falling on heating from 17.4\% at 100 K to 15.4\% at 358 K. Its barrier is only $k_1x_0^2/8=45$ meV, or $1.7k_BT$ at 300 K, so an independent cell crosses it; an ordered distortion needs the coupling between cells, which this estimate leaves out. The biquadratic term also acquires a static part $c_1x_0^2/v$ of the opposite sign, 11\% of $a$ for the $c_1$ assumed above. Real films also leak, and they break down at fields of a few MV/cm; neither effect is part of the model.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Thermal energy kT: 25.85 meV
Cell volume v: 0.13 nm^3
Mode stiffness k1: 400 eV/nm^2
Mode stiffness k2: 600 eV/nm^2
k1 in SI: 64.09 N/m
k2 in SI: 96.13 N/m
Trilinear coupling g: 100 V
Bare relative permittivity: 30
Bare polar stiffness a: 3.8945e+09 V m/C
Thermal rms x at P=0: 8.039 pm
Thermal rms y at P=0: 6.564 pm
Stability limit Pc: 78.49 uC/cm2
Entropy gain at P=0.6 Pc: 0.2231 kB per cell
Mean mode energy / kT at P=0.6 Pc: 1
Stiffness reduction at 300 K: 5.172e+07 V m/C
Reduction / bare stiffness: 1.328 %
Renormalized stiffness: 3.8428e+09 V m/C
Renormalized relative permittivity: 30.39
Hot temperature: 358 K
Stiffness reduction when hot: 6.172e+07 V m/C
Hot reduction / bare stiffness: 1.585 %
Applied field: 1 MV/cm
Polarization at that field, from quadrature: 2.6023 uC/cm2
Polarization without mode coupling: 2.5677 uC/cm2
(P/Pc)^2 at that field: 0.001099
Film thickness: 10 nm
Capacitance density, bare: 2.6563 uF/cm2
Capacitance density, renormalized: 2.6908 uF/cm2
Neglected effects, sized with assumed model inputs
Effective mode mass: 128 u
Mode quantum 1: 11.43 meV
Mode quantum 2: 14 meV
Quantum factor on reduction: 1
Quartic mode constant u: 4e+05 eV/nm^4
Anharmonic factor on reduction: 0.8035
Dispersion spread s: 0.5
Dispersion factor on reduction: 1.152
Frozen amplitude x0: 30 pm
Static reduction / bare stiffness: 18.49 %
Static / fluctuation reduction: 13.93
Reference polarization: 50 uC/cm2
Assumed stiffening of each mode there: 25 %
Biquadratic increase / bare stiffness: 1.636 %
Net fluctuation change / bare stiffness: 0.3083 %
Break-even stiffening of each mode there: 20.29 %
Quartic polar stiffening b P^2 / a: 0.2709 %
Interface layer thickness: 0.5 nm
Interface layer relative permittivity: 10
Capacitance density with layer: 2.3359 uF/cm2
Capacitance loss from layer: 13.19 %
\end{verbatim}
